**Spin splitting and compensation in a two-sublattice antiferromagnet**

The program tests the upper-band splitting $E_\uparrow-E_\downarrow=-4J\delta/(R_\uparrow+R_\downarrow)$, with the opposite sign for the lower band. Here $J$ is the staggered exchange field, $\delta$ is half the A–B difference of the diagonal Bloch sums, $\gamma$ is the A–B Bloch sum, and $R_\sigma=\sqrt{\gamma^2+(\delta-\sigma J)^2}$. It asserts that the closed-form bands agree with real-space matrices on an 8×8 periodic lattice, and that on its wavevectors the splitting vanishes only where $\sin k_x\sin k_y=0$. It also asserts zero net moment at several chemical potentials, and a nonzero moment in doped controls with strained or inequivalent sublattices. The sublattice moment is checked against real-space eigenvectors, and the spin-wave frequencies against linearized spin precession on the lattice. The output shows a largest splitting of 0.80 eV together with a net moment that is zero within rounding, both at half filling and with 1.1 electrons per site. In the doped case the two pairs of quadrants in $k$-space carry $+0.100$ and $-0.100\,\mu_B$ per cell.

## Numerical check

```python
# Result under test: a two-sublattice square-lattice antiferromagnet whose
# diagonal hoppings on B are those on A turned by 90 degrees has zero net
# moment at any filling, yet its bands are spin split except at
# sin(kx) sin(ky) = 0, with
#   E_up - E_down = -(+) 4 J delta / (R_up + R_down)  for the upper (lower) band.
# Symbols: t nearest-neighbour hopping; t1, t2 diagonal hoppings; J staggered
# exchange field (spin up lowered on A); R_s = sqrt(gamma^2 + (delta - s J)^2);
# gamma A-B Bloch sum; delta half the A-B difference of the diagonal sums.
# kx, ky lie along nearest-neighbour bonds, in units of 1/a. Energies in eV.
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.optimize import brentq
from scipy.special import expit

a_nm, t, t1, t2, J = 0.28, 0.40, 0.25, 0.05, 1.0
T = 300.0
kT = k_B * T / q_e
doped = 2.2                       # electrons per two-site cell
# hopping sets: (t, A along (1,1), A along (1,-1), B along (1,1), B along (1,-1))
alter = (t, t1, t2, t2, t1)
eta = 0.05
strained = (t, t1 * (1 - eta), t2, t2 * (1 - eta), t1)
unequal = (t, t1, t1, t2, t2)


def parts(kx, ky, hop):
    tn, a1, a2, b1, b2 = hop
    cp, cm = np.cos(kx + ky), np.cos(kx - ky)
    eA, eB = -2 * (a1 * cp + a2 * cm), -2 * (b1 * cp + b2 * cm)
    return (eA + eB) / 2, -2 * tn * (np.cos(kx) + np.cos(ky)), (eA - eB) / 2


def bands(kx, ky, hop):
    """Closed-form levels, indexed [spin up/down][lower/upper]."""
    mean, gam, dl = parts(kx, ky, hop)
    out = []
    for s in (1, -1):
        R = np.sqrt(gam**2 + (dl - s * J)**2)
        out.append([mean - R, mean + R])
    return np.array(out)


def splitting(kx, ky, hop):
    """Closed-form E_up - E_down of the upper band."""
    _, gam, dl = parts(kx, ky, hop)
    Ru, Rd = np.hypot(gam, dl - J), np.hypot(gam, dl + J)
    return -4 * J * dl / (Ru + Rd)


def midgrid(N):
    q = -np.pi + (np.arange(N) + 0.5) * 2 * np.pi / N
    return np.meshgrid(q, q, indexing="ij")


# ---------- real-space lattice, the definition of the model ----------
L = 8
X, Y = [v.ravel() for v in np.meshgrid(range(L), range(L), indexing="ij")]
stag = np.where((X + Y) % 2 == 0, 1, -1)


def hopping_matrix(hop):
    tn, a1, a2, b1, b2 = hop
    H = np.zeros((L * L, L * L))
    for i in range(L * L):
        onA = stag[i] == 1
        for dx, dy, amp in ((1, 0, tn), (0, 1, tn),
                            (1, 1, a1 if onA else b1),
                            (1, -1, a2 if onA else b2)):
            j = ((X[i] + dx) % L) * L + (Y[i] + dy) % L
            H[i, j] -= amp
            H[j, i] -= amp
    return H


q8 = 2 * np.pi * np.arange(L) / L
KX, KY = np.meshgrid(q8, q8[:L // 2], indexing="ij")   # one magnetic zone
for hop in (alter, strained, unequal):
    H0 = hopping_matrix(hop)
    formula = bands(KX, KY, hop)
    for n, s in enumerate((1, -1)):
        direct = np.linalg.eigvalsh(H0 - s * J * np.diag(stag))
        assert np.allclose(direct, np.sort(formula[n].ravel()), atol=1e-10)

# splitting at each k from plane-wave projection of the real-space matrix
H0 = hopping_matrix(alter)
for kx in q8:
    for ky in q8:
        wave = np.exp(1j * (kx * X + ky * Y)) / np.sqrt(L * L / 2)
        P = np.stack([wave * (stag == 1), wave * (stag == -1)], axis=1)
        lev = [np.linalg.eigvalsh(P.conj().T @ (H0 - s * J * np.diag(stag)) @ P)
               for s in (1, -1)]
        diff = lev[0] - lev[1]
        assert abs(diff[1] - splitting(kx, ky, alter)) < 1e-10
        assert abs(diff[0] + splitting(kx, ky, alter)) < 1e-10
        on_node = abs(np.sin(kx) * np.sin(ky)) < 1e-9
        assert (np.max(np.abs(diff)) < 1e-10) == on_node

# net moment of the real-space lattice at several chemical potentials
Eud = [np.linalg.eigvalsh(H0 - s * J * np.diag(stag)) for s in (1, -1)]
for mu in (-1.5, -0.5, 0.0, 0.7, 1.3):
    N_ud = [expit((mu - E) / kT).sum() for E in Eud]
    assert abs(N_ud[0] - N_ud[1]) < 1e-9

# sublattice moment at half filling: eigenvectors against the k-sum


def m_formula(kx, ky):
    _, gam, dl = parts(kx, ky, alter)
    return np.mean((J - dl) / np.hypot(gam, dl - J))


dens = []
for s in (1, -1):
    V = np.linalg.eigh(H0 - s * J * np.diag(stag))[1][:, :L * L // 2]
    dens.append((V**2).sum(axis=1))
m_direct = (dens[0] - dens[1])[stag == 1].mean()
assert abs(m_direct - m_formula(KX, KY)) < 1e-10

# ---------- dense k-space results ----------
qd = -np.pi + 2 * np.pi * np.arange(200) / 200
DX, DY = np.meshgrid(qd, qd, indexing="ij")
Ed = bands(DX, DY, alter)
gap = Ed[:, 1].min() - Ed[:, 0].max()
max_split = np.abs(Ed[0] - Ed[1]).max()
assert gap > 0 and abs(max_split - 4 * abs(t1 - t2)) < 1e-9
GX, GY = midgrid(200)


def fermi_level(E, n_cell, npts):
    return brentq(lambda mu: expit((mu - E) / kT).sum() / npts - n_cell, -15, 25)


def occupation(hop, n_cell):
    E = bands(GX, GY, hop)
    mu = fermi_level(E, n_cell, GX.size)
    f = expit((mu - E) / kT).sum(axis=1)
    return mu, f[0] - f[1]


mu_d, spin_d = occupation(alter, doped)
M_half = occupation(alter, 2.0)[1].mean()
M_doped = spin_d.mean()
quad_pos = np.where(GX * GY > 0, spin_d, 0).mean()
quad_neg = np.where(GX * GY < 0, spin_d, 0).mean()
assert abs(M_half) < 1e-10 and abs(M_doped) < 1e-10
assert quad_pos > 1e-3 and abs(quad_pos + quad_neg) < 1e-10
M_strain_half = occupation(strained, 2.0)[1].mean()
M_strain = occupation(strained, doped)[1].mean()
M_unequal = occupation(unequal, doped)[1].mean()
assert abs(M_strain_half) < 1e-6
assert abs(M_strain) > 1e-4 and abs(M_unequal) > 1e-4
axis_strain = np.abs(splitting(qd, 0 * qd, strained)).max()
axis_unequal = np.abs(splitting(qd, 0 * qd, unequal)).max()
assert axis_strain > 1e-3 and axis_unequal > 1e-2

# ---------- Hubbard mean field, all four densities free ----------
m_half = m_formula(GX, GY)
U = 2 * J / m_half


def unrestricted(n_cell, steps=400, N=32):
    kx, ky = [v.ravel() for v in midgrid(N)]
    mean, gam, dl = parts(kx, ky, alter)
    n = np.array([[0.85, 0.30], [0.25, 0.60]])     # [spin][A, B], net moment
    n = n * n_cell / n.sum()
    start = n[0].sum() - n[1].sum()
    for _ in range(steps):
        E, W = [], []
        for s in (0, 1):
            h = np.zeros((kx.size, 2, 2))
            h[:, 0, 0] = mean + dl + U * n[1 - s, 0]
            h[:, 1, 1] = mean - dl + U * n[1 - s, 1]
            h[:, 0, 1] = h[:, 1, 0] = gam
            e, v = np.linalg.eigh(h)
            E.append(e)
            W.append(v**2)
        E = np.array(E)
        f = expit((fermi_level(E, n_cell, kx.size) - E) / kT)
        new = np.array([np.einsum("kab,kb->a", W[s], f[s]) / kx.size
                        for s in (0, 1)])
        change = np.abs(new - n).max()
        n = 0.5 * n + 0.5 * new
    mA, mB = n[0] - n[1]
    return start, mA + mB, U * (mA - mB) / 4, change


hf_half = unrestricted(2.0)
hf_doped = unrestricted(doped)
assert abs(hf_half[1]) < 1e-6 and abs(hf_half[2] - J) < 1e-4

# ---------- neglected effect: spin-orbit hopping between A and B ----------
lam = 0.005
one = np.eye(2)
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])


def soc_matrix(kx, ky, spin_axis):
    mean, gam, dl = [np.asarray(v)[:, None, None] for v in parts(kx, ky, alter)]
    lk = (2 * lam * (np.cos(kx) - np.cos(ky)))[:, None, None]
    return (mean * np.eye(4) + gam * np.kron(sx, one) + dl * np.kron(sz, one)
            - J * np.kron(sz, spin_axis) + lk * np.kron(sy, sz))


node_gap = {}
for name, ax in (("normal", sz), ("in-plane", sx)):
    E = np.linalg.eigvalsh(soc_matrix(qd, 0 * qd, ax))
    node_gap[name] = max((E[:, 1] - E[:, 0]).max(), (E[:, 3] - E[:, 2]).max())
assert node_gap["normal"] < 1e-10
assert abs(node_gap["in-plane"] - 8 * lam) < 1e-9
sxg, syg = [v.ravel() for v in midgrid(80)]
E, V = np.linalg.eigh(soc_matrix(sxg, syg, sx))
f = expit((fermi_level(E, doped, sxg.size) - E) / kT)
M_soc = [np.einsum("kab,ac,kcb,kb->", V.conj(), np.kron(one, s), V, f,
                   optimize=True).real / sxg.size for s in (sx, sy, sz)]
assert np.max(np.abs(M_soc)) < 1e-9

# ---------- neglected effect: zero-point spin fluctuations ----------
# exchange constants proportional to squared hoppings, spin 1/2


def magnon_parts(kx, ky):
    loss_p, loss_m = 1 - np.cos(kx + ky), 1 - np.cos(kx - ky)
    A = 2 * t**2 - t1**2 * loss_p - t2**2 * loss_m
    B = 2 * t**2 - t2**2 * loss_p - t1**2 * loss_m
    return A, B, t**2 * (np.cos(kx) + np.cos(ky))


exch = H0**2
sz_cl = 0.5 * stag
dyn = np.diag(exch @ sz_cl) - sz_cl[:, None] * exch   # linearized precession
A, B, C = magnon_parts(KX, KY)
root = np.sqrt(np.maximum(((A + B) / 2)**2 - C**2, 0))
freq = np.sort(np.concatenate([((B - A) / 2 + root).ravel(),
                               ((B - A) / 2 - root).ravel()]))
eig = np.linalg.eigvals(dyn)
assert np.abs(eig.imag).max() < 1e-6          # the Neel state is stable
assert np.allclose(np.sort(eig.real), freq, atol=1e-6)   # defective zero mode
A, B, C = [float(v) for v in magnon_parts(0.7, 0.4)]
w, vec = np.linalg.eig(np.array([[A, C], [-C, -B]]))
u, v = vec[:, np.argmax(w)]
half_sum = (A + B) / 2
assert abs(v**2 / (u**2 - v**2)
           - 0.5 * (half_sum / np.sqrt(half_sum**2 - C**2) - 1)) < 1e-10
A, B, C = magnon_parts(*midgrid(1000))
half_sum = (A + B) / 2
dS = 0.5 * np.mean(half_sum / np.sqrt(half_sum**2 - C**2) - 1)
assert 0 < dS < 0.5

# ---------- printed numbers ----------
print(f"site spacing a = {a_nm:.2f} nm")
print(f"t = {t:.2f} eV, t1 = {t1:.2f} eV, t2 = {t2:.2f} eV, J = {J:.2f} eV")
print(f"T = {T:.0f} K, kT = {kT:.4f} eV")
print("levels in eV: up lower, up upper, down lower, down upper")
h = np.pi / 2
for name, kx, ky in (("(0,0)", 0, 0), ("(pi,0)", np.pi, 0),
                     ("(pi/2,0)", h, 0), ("(pi/2,pi/2)", h, h),
                     ("(pi/2,-pi/2)", h, -h), ("(pi/4,pi/4)", h / 2, h / 2)):
    print(f"  {name:13s}", " ".join(f"{x:8.4f}"
                                    for x in bands(kx, ky, alter).ravel()))
print(f"upper-band splitting at (pi/4,pi/4) = {splitting(h/2, h/2, alter):.4f} eV")
print(f"largest splitting = {max_split:.4f} eV")
print(f"pi/(2a) = {np.pi / (2 * a_nm):.2f} nm^-1")
print(f"indirect gap = {gap:.4f} eV")
print(f"half filling: sublattice moment = {m_half:.4f} mu_B")
print(f"half filling: |net moment| per cell = {abs(M_half):.1e} mu_B")
print(f"U from J = U m/2: {U:.3f} eV, U/t = {U / t:.2f}")
print(f"doped filling = {doped / 2:.2f} electrons per site")
print(f"added sheet density = {(doped/2 - 1) / (a_nm*1e-7)**2:.2e} cm^-2")
print(f"doped: Fermi level = {mu_d:.4f} eV")
print(f"doped: |net moment| per cell = {abs(M_doped):.1e} mu_B")
print(f"doped: spin from kx*ky>0 = {quad_pos:+.4f} mu_B per cell")
print(f"doped: spin from kx*ky<0 = {quad_neg:+.4f} mu_B per cell")
for name, r in (("half-filled", hf_half), ("doped", hf_doped)):
    print(f"free mean field, {name}:")
    print(f"  net moment per cell, start = {r[0]:.3f}, end = {r[1]:.1e} mu_B")
    print(f"  final J = {r[2]:.4f} eV, last density change = {r[3]:.1e}")
print(f"unequal isotropic sublattices (A {t1:.2f}, B {t2:.2f} eV):")
print(f"  largest splitting on ky=0 = {axis_unequal:.4f} eV")
print(f"  doped net moment per cell = {M_unequal:+.4f} mu_B")
print(f"strain, (1,1) hoppings weakened by {100 * eta:.0f} %:")
print(f"  largest splitting on ky=0 = {1e3 * axis_strain:.1f} meV")
print(f"  half-filled |net moment| per cell = {abs(M_strain_half):.1e} mu_B")
print(f"  doped net moment per cell = {M_strain:+.5f} mu_B")
print(f"spin-orbit hopping assumed = {1e3 * lam:.1f} meV")
print(f"  node opening, moments normal = {1e3 * node_gap['normal']:.1e} meV")
print(f"  node opening, moments in-plane = {1e3 * node_gap['in-plane']:.1f} meV")
print(f"  in-plane, doped: largest net component = {np.max(np.abs(M_soc)):.1e} mu_B")
print(f"exchange scale 4t^2/U = {4 * t**2 / U:.3f} eV")
print(f"zero-point spin reduction = {dS:.3f} of 0.5")
print(f"  moment factor 1 - 2 dS = {1 - 2 * dS:.2f}")
print(f"gap / kT = {gap / kT:.1f}")
print("no test failed")
```

Output:

```
site spacing a = 0.28 nm
t = 0.40 eV, t1 = 0.25 eV, t2 = 0.05 eV, J = 1.00 eV
T = 300 K, kT = 0.0259 eV
levels in eV: up lower, up upper, down lower, down upper
  (0,0)          -2.4868   1.2868  -2.4868   1.2868
  (pi,0)         -0.4000   1.6000  -0.4000   1.6000
  (pi/2,0)       -1.2806   1.2806  -1.2806   1.2806
  (pi/2,pi/2)    -0.6000   0.6000  -1.4000   1.4000
  (pi/2,-pi/2)   -1.4000   1.4000  -0.6000   0.6000
  (pi/4,pi/4)    -1.6856   1.0856  -1.9492   1.3492
upper-band splitting at (pi/4,pi/4) = -0.2636 eV
largest splitting = 0.8000 eV
pi/(2a) = 5.61 nm^-1
indirect gap = 1.0000 eV
half filling: sublattice moment = 0.8224 mu_B
half filling: |net moment| per cell = 0.0e+00 mu_B
U from J = U m/2: 2.432 eV, U/t = 6.08
doped filling = 1.10 electrons per site
added sheet density = 1.28e+14 cm^-2
doped: Fermi level = 0.9130 eV
doped: |net moment| per cell = 3.3e-18 mu_B
doped: spin from kx*ky>0 = +0.1000 mu_B per cell
doped: spin from kx*ky<0 = -0.1000 mu_B per cell
free mean field, half-filled:
  net moment per cell, start = 0.300, end = 0.0e+00 mu_B
  final J = 1.0000 eV, last density change = 1.1e-16
free mean field, doped:
  net moment per cell, start = 0.330, end = 2.2e-16 mu_B
  final J = 0.8526 eV, last density change = 1.1e-16
unequal isotropic sublattices (A 0.25, B 0.05 eV):
  largest splitting on ky=0 = 0.8000 eV
  doped net moment per cell = -0.0183 mu_B
strain, (1,1) hoppings weakened by 5 %:
  largest splitting on ky=0 = 20.0 meV
  half-filled |net moment| per cell = 5.3e-11 mu_B
  doped net moment per cell = +0.00900 mu_B
spin-orbit hopping assumed = 5.0 meV
  node opening, moments normal = 2.2e-12 meV
  node opening, moments in-plane = 40.0 meV
  in-plane, doped: largest net component = 1.1e-15 mu_B
exchange scale 4t^2/U = 0.263 eV
zero-point spin reduction = 0.284 of 0.5
  moment factor 1 - 2 dS = 0.43
gap / kT = 38.7
no test failed
```
